An Approximate Einstein Relation for Longitudinal Ion Diffusion in Strong Fields

Ions of mass 30 u drift through an atomic gas of mass 40 u at 100 mTorr and 300 K, in a field of 10 V/cm. A particle simulation of this model gives a mobility of 1.117×10⁴ cm²/Vs and a longitudinal ion temperature, in energy units, of kT_L = 0.2445 eV. The usual Einstein ratio, kT_L/q times the mobility, then predicts a longitudinal diffusion coefficient of 2731 cm²/s. The simulated cloud of ions spreads with only 1666 cm²/s. The ratio is 64% too large relative to the simulation, although it already contains the raised ion temperature. The main thing it lacks is the change of mobility with field.

**1. The swarm and its diffusion coefficient**

Let ions of charge q > 0 and mass m move in a uniform gas of atoms of mass M and temperature T. The field E is uniform and points along z. The ions are dilute, do not react, and vary in density along z alone. Their velocity distribution f(z, v, t) obeys

∂f/∂t + v_z ∂f/∂z + (qE/m) ∂f/∂v_z = C[f],  (1)

where C describes collisions with gas atoms. Let n be the ion density, ⟨…⟩ an average over ion velocities at given z and t, and u = ⟨v_z⟩. For a slowly varying density the flux is

n u = n v_d − D_L ∂n/∂z.  (2)

Here v_d is the drift speed of a uniform swarm and D_L the longitudinal diffusion coefficient. With the relative gradient g = ∂ ln n/∂z, division by n gives

u = v_d − D_L g, so D_L = −du/dg at g = 0.  (3)

Finding D_L therefore means finding how the mean velocity responds to a small density gradient.

The mobility is K = v_d/E, and its logarithmic field derivative, at fixed gas density and temperature, is

K' = d ln K/d ln E.  (4)

The longitudinal ion temperature is defined by the velocity spread about the mean in the uniform swarm:

kT_L = m⟨(v_z − v_d)²⟩.  (5)

It measures a variance and does not imply a Maxwellian distribution.

I assume that the swarm has forgotten its initial state, so that the velocity averages depend on z and t only through g. Their derivatives then involve ∂g/∂z or ∂g/∂t, which contain two derivatives of the density and are of second order. To first order, only n itself needs to be differentiated.

**2. The gradient acts as a force**

Integrating (1) over velocity gives continuity, since collisions conserve ions:

∂n/∂t = −∂(nu)/∂z = −n g u, to first order.  (6)

Next multiply (1) by m v_z and integrate. Integration by parts turns the field term into −nqE. Call the mean momentum lost to the gas per ion and unit time R, so that the collision term is −nR:

∂(nmu)/∂t + ∂(nm⟨v_z²⟩)/∂z − nqE = −nR.  (7)

By (6) the first term is −nmgu², and the second is nmg⟨v_z²⟩. Dividing by n,

g m(⟨v_z²⟩ − u²) = qE − R.  (8)

The bracket is the velocity variance. Because g already multiplies it, its uniform-swarm value suffices, and

R = F, with F = qE − g kT_L.  (9)

At the leading edge of a cloud g is negative, and F exceeds qE: the ion pressure pushes forward there. At the trailing edge it pushes back.

This alone does not give D_L, because friction depends on the ion energy as well as on u. The energy may also respond to the gradient.

**3. The same force appears in the energy balance**

Let ε = ⟨mv²/2⟩, and let P be the mean energy lost to the gas per ion and unit time. Multiplying (1) by mv²/2 and integrating gives

∂(nε)/∂t + ∂(n⟨v_z mv²/2⟩)/∂z − nqEu = −nP.  (10)

To first order the first two terms are −ngu ε and ng⟨v_z mv²/2⟩. Hence

P = qEu − g[⟨v_z mv²/2⟩ − uε].  (11)

To evaluate the bracket, write v = u e_z + c, with ⟨c⟩ = 0. Then v² = u² + 2uc_z + c², and

⟨v_z v²⟩ = ⟨(u + c_z)(u² + 2uc_z + c²)⟩
 = u³ + u⟨c²⟩ + 2u⟨c_z²⟩ + ⟨c²c_z⟩,  (12)

since terms linear in c_z average to zero. Subtract u⟨v²⟩ = u³ + u⟨c²⟩ and multiply by m/2:

⟨v_z mv²/2⟩ − uε = u kT_L + h, h = (m/2)⟨c²c_z⟩.  (13)

The quantity h is the heat flow per ion, the energy carried by random motion relative to the mean velocity. Equation (11) becomes

P = (qE − g kT_L)u − gh = Fu − gh.  (14)

The force F that balances friction also supplies the energy, apart from the heat-flow term. If h is neglected, the balances R = F and P = Fu have the form they take in a uniform swarm driven by the force F.

**4. Closing the balances**

The balances become useful once R and P are expressed through u and ε. Consider an elastic collision between an ion of velocity v and an atom of velocity w. Let r = v − w be their relative velocity, G = (mv + Mw)/(m + M) the centre-of-mass velocity, and μ = mM/(m + M) the reduced mass. The ion velocity is G + Mr/(m + M), and a collision turns r into r' of equal length. For isotropic scattering r' averages to zero, so the ion's mean momentum loss is μr.

The corresponding change of ion energy is μG·(r' − r), because the terms in G² and r² cancel. The mean loss is therefore

μG·r = μ[mv² − Mw² + (M − m)v·w]/(m + M).  (15)

Suppose first that the collision frequency ν does not depend on relative speed. Every atom is then an equally likely partner, with ⟨w⟩ = 0, ⟨v·w⟩ = 0 and ⟨Mw²/2⟩ = 3kT/2. It follows that

R = μνu, P = [2mM/(m + M)²] ν(ε − 3kT/2).  (16)

For a frequency that does vary, momentum-transfer theory keeps (16) and evaluates ν at the mean collision energy

ε_c = ⟨μr²/2⟩ = [Mε + m(3kT/2)]/(m + M).  (17)

This is the main approximation: the spread of collision energies about their mean is ignored.

Now drop h. From R = F we have ν = F/(μu). Inserting this in P = Fu gives

ε − 3kT/2 = Fu(m + M)²/(2mMν)
 = μu²(m + M)²/(2mM) = (m + M)u²/2.  (18)

Equation (17) then yields

ε_c = 3kT/2 + Mu²/2,  (19)

and the momentum balance is a single equation for u:

F = μu ν(3kT/2 + Mu²/2).  (20)

In a uniform swarm F = qE, and the solution of (20) is v_d(E). With a gradient the equation is the same and only F differs. Therefore

u = v_d(E_eff), E_eff = E − (kT_L/q)g.  (21)

Expanding to first order in g,

u = v_d(E) − (kT_L/q)(dv_d/dE)g.  (22)

Comparison with (3) identifies D_L. Since v_d = KE, the product rule gives dv_d/dE = K + E dK/dE = K(1 + K'). Thus

D_L ≈ (kT_L/q) dv_d/dE = (kT_L/q)K(1 + K').  (23)

This is the approximate generalized Einstein relation. The factor on the usual ratio is 1 + K', not K' alone. The ordinary ratio uses v_d/E, the slope of a line from the origin to the working point on the drift curve. A density gradient makes a small change about that point, so the response is set by the local slope dv_d/dE. When mobility falls with field, the ions at the leading edge gain less speed from the extra push than the ratio v_d/E suggests, and the cloud spreads more slowly.

**5. What the heat flow does**

The neglected term can be kept within the same closure. With P = Fu − gh, the steps of (18) give

ε − 3kT/2 = (m + M)s/2, s = u²[1 − gh/(Fu)],  (24)

and the momentum balance becomes F = μu ν(3kT/2 + Ms/2). Let β = d ln ν/d ln s at the uniform state, and let δ denote a first-order change caused by g. Taking logarithms,

δF/F = δu/u + β δs/s,
δF = −g kT_L,
δs/s = 2δu/u − gh/(qEv_d).  (25)

Combining these lines,

(1 + 2β)δu/v_d = −g kT_L/(qE) + βgh/(qEv_d).  (26)

The constant β follows from the uniform swarm. There s = v_d², so d ln E = (1 + 2β)d ln v_d. But d ln v_d/d ln E = 1 + K', hence

1 + 2β = 1/(1 + K'), β = −K'/[2(1 + K')].  (27)

Multiplying (26) by 1 + K' gives

δu/v_d = −(1 + K')g kT_L/(qE) − K'gh/(2qEv_d).  (28)

Finally D_L = −δu/g and v_d/E = K, so that

D_L ≈ (kT_L/q)K[1 + (1 + Δ)K'], Δ = h/(2v_d kT_L).  (29)

For h > 0 the heat flow delivers extra energy to ions at the leading edge, where −gh is positive. If the collision frequency rises with energy, this increases friction and opposes the forward push. Diffusion is then smaller than (23) predicts.

**6. Limits that can be solved**

*Constant collision frequency.* Here R = μνu holds for any ion distribution, and (9) gives μνu = qE − g kT_L directly. Therefore v_d = qE/(μν), K' = 0, and

D_L = kT_L/(μν) = (kT_L/q)K.  (30)

The ordinary ratio with T_L is correct in this model even far from equilibrium. A simulation at 10 V/cm, with only the constant part of the collision rate retained, gave qD_L/(kT_L K) = 1.009 ± 0.011. Its kT_L was 1.404 eV, more than fifty times kT for the gas. A high ion temperature is thus not in itself a reason for the ratio to fail.

*Vanishing field.* Reversing E reverses v_d, so K is an even function of E. If it is smooth at E = 0, K' vanishes as E². The ion distribution approaches the Maxwellian of the gas and T_L approaches T. Equation (23) becomes D_L = kTK/q, the Einstein relation of equilibrium.

*Charge exchange in a cold gas.* This case is a severe test. An ion starts from rest, accelerates at a = qE/m, and after a random path gives its charge to an atom at rest. The new ion starts again from zero speed. Let the mean free path λ be constant and use units with m = λ = a = 1.

In the uniform steady state df/dv = −vf, so f is proportional to exp(−v²/2) for v > 0. Its moments are

v_d = √(2/π) = 0.798, ⟨v²⟩ = 1, kT_L = 1 − 2/π = 0.363.  (31)

With units restored v_d = √(2aλ/π), which grows as √E. Hence K' = −1/2.

The exact D_L follows from the independent flights. A flight has length x with probability density exp(−x) and lasts t = √(2x). Its averages are

⟨x²⟩ = 2, ⟨t⟩ = √(π/2), ⟨t²⟩ = 2, ⟨xt⟩ = (3/4)√(2π).  (32)

The displacement relative to the drift, x − v_d t, has zero mean. Its variance is

⟨x²⟩ − 2v_d⟨xt⟩ + v_d²⟨t²⟩ = 2 − 3 + 4/π = 4/π − 1.  (33)

Over many flights the position variance grows by this amount per mean flight time. Since diffusion makes the variance grow at the rate 2D_L,

D_L = (4/π − 1)/(2⟨t⟩) = 0.1090.  (34)

Equation (23) gives 0.363 × 0.798 × 1/2 = 0.1450, which is 33% above the exact value. The ordinary ratio gives twice this value, 0.290.

The heat flow explains most of this error. Here ⟨v³⟩ = 2v_d, so ⟨c³⟩ = ⟨v³⟩ − 3v_d⟨v²⟩ + 2v_d³ = v_d(4/π − 1), and

Δ = (4/π − 1)/[4(1 − 2/π)] = 0.188.  (35)

The closure applies with M = m and ν equal to twice the exchange frequency, because each exchange removes all of the ion's momentum and energy. Equation (29) gives 0.1177, an excess of 8.0% over the exact value. The first-order balances contain no further omission, so this remainder comes from replacing a speed-dependent rate by its value at the mean collision energy.

**7. The ion swarm at two fields**

The opening example uses elastic isotropic scattering and a collision rate coefficient

ν/N = 7.0×10⁻¹⁰ cm³/s + (4.0×10⁻¹⁵ cm²)|r|,  (36)

with gas density N = 3.219×10¹⁵ cm⁻³. The first term stands for attraction by the polarized atom, the second for a hard core. Their sum is a simple model, not the rate of a particular ion and gas. In the simulation D_L is half the growth rate of the position variance. K' is found from drift speeds at fields 1.25 times lower and higher. The quoted uncertainties are one statistical standard error.

At 10 V/cm the drift speed is 1.117×10⁵ cm/s and K' = −0.307 ± 0.003. The steps are

kT_L K/q = 0.2445 V × 1.117×10⁴ cm²/Vs = 2731 cm²/s,
D_L from (23) = 2731 × (1 − 0.307) = 1893 cm²/s,
D_L simulated = 1666 ± 11 cm²/s.  (37)

The factor 1 + K' reduces the error from 64% to 14%, both relative to the simulated value. The measured heat flow gives Δ = 0.172, and (29) then yields 1749 cm²/s, leaving an error of 4.9%. In temperature units, T_L is 2837 K.

At 3 V/cm, with the gas unchanged, K = 1.495×10⁴ cm²/Vs, kT_L = 0.0651 eV and K' = −0.165 ± 0.004. The ordinary ratio is 973 cm²/s, relation (23) gives 813 cm²/s, and the simulation gives 776 ± 5 cm²/s. The errors are 25% and 4.7%. With Δ = 0.138, equation (29) gives 791 cm²/s, 1.9% too high. At both fields the slope factor removes most of the discrepancy, and the correction is larger at the higher field.

The size of K' can be traced to the hard core. At 10 V/cm equation (20) gives a drift speed of 1.188×10⁵ cm/s, 6% above the simulation. With this speed, (19) gives a mean collision energy of 0.331 eV (the check output lists 0.297 eV because it puts the simulated speed into (19)), of which 0.292 eV, or 88%, comes from the drift term Mu²/2. The relative speed at this energy is 1.93×10⁵ cm/s, so the hard core supplies 7.7×10⁻¹⁰ cm³/s, or 52% of the total rate. That part varies as the square root of ε_c. Therefore

2β = 0.52 × 0.88 = 0.46, K' = −0.46/1.46 = −0.32,  (38)

close to the simulated −0.307. With the rate (36), both fractions lie between zero and one in this closure. The slope factor 1/(1 + 2β) consequently lies between 1, for a purely constant rate, and 1/2, for a hard core at high field. A real ion-atom attraction can make the collision rate fall with energy over some range. There K' can be positive, and (23) then gives a D_L above the ordinary ratio.

**8. Use in an etching plasma, and where the relation fails**

The pressure and field are rough values for the presheath of a capacitively coupled etching reactor, the region where ions gather speed before the sheath. Take a density scale length L = 0.3 cm and an ion density of 10¹⁰ cm⁻³, also rough values. The reduced field is 311 Td (1 Td = 10⁻¹⁷ V cm²), high enough that the ions owe most of their energy to the field and little to the thermal motion of the gas. The gradient force relative to the field force is

kT_L/(qEL) = 0.2445/(10 × 0.3) ≈ 8%,  (39)

and the diffusive flux is D_L/(Lv_d) = 5.0% of the drift flux. Using the ordinary ratio would raise this share to the 8% of (39), because (kT_L/q)K/(Lv_d) = kT_L/(qEL). For these settings a 64% error in D_L changes the ion flux calculated from (2) by about 3% of the drift flux. The coefficient matters more where gradients are steeper, or where the spread of an ion pulse is itself the quantity of interest.

The linear treatment of the gradient is adequate here for the total flux, though less accurate for its diffusive part. Solving the closed balances at g = −1/L, with kT_L and h held at their uniform-swarm values, lowers the diffusive response by only 1.5%. But kT_L and h are not really fixed. At the leading edge kT_L rises by about 15%, and the full diffusive response is about 11% above its linear value. That is still only about 0.6% of the drift flux. Ion-ion collisions occur at about 0.2% of the ion-gas collision frequency ν = qE/(μv_d). A greater concern is the energy relaxation length, 0.045 cm, which is 15% of L. In a real presheath the field also varies over such distances, so ions partly remember the weaker field upstream. The ions also speed up as their density falls. In a steady flow without ionization nu is constant, and this acceleration takes up mv_d²/(qEL) ≈ 13% of the field force, more than the 8% of (39). Equation (2), derived for a swarm in a uniform field, leaves it out, so the numbers here show the size of the diffusion term and are not a presheath model. Closer to the sheath this memory grows in importance, and a local v_d(E) becomes unreliable.

The assumption of purely elastic, isotropic scattering is broken when ions move in their parent gas, because resonant charge exchange is then important. The cold-gas limit shows an error of 33% in (23), compared with 14% for the elastic example. Only part of this gap is due to charge exchange. That limit also has a larger slope correction, K' = −1/2, and elastic hard spheres with M = m in a cold gas, which share this K', already give an error of about 20%. Molecular gases can also take up vibrational and rotational energy, which (16) omits; the present numbers do not show how far that would move D_L.

The relation also has an internal warning sign. If v_d falls as E rises, then 1 + K' is negative and (23) predicts a negative D_L. The long-time growth rate of a position variance cannot be negative, so the approximation has failed there. Adding the heat flow through (29) does not help when h > 0, because it makes the prediction still more negative. The numerical output below gives the values for both fields, for constant collision frequency and for cold charge exchange.

Values computed for the example and the checks

```
ion mass, gas mass: 30, 40 u
gas pressure: 100 mTorr; temperature: 300 K
gas density: 3.219e+15 cm^-3
constant rate coefficient: 7.0e-10 cm^3/s
hard-core cross section: 4.0e-15 cm^2
--- field: 3.0 V/cm; E/N: 93.2 Td
drift speed: 4.4848e+04 cm/s
mobility K: 1.4949e+04 cm^2/Vs
K' = dlnK/dlnE: -0.1651 +- 0.0038
k T_L: 0.0651 eV; T_L: 756 K
k T_transverse: 0.0456 eV
plain ratio k T_L K/q: 973.3 cm^2/s
generalized relation D_L: 812.6 cm^2/s
heat-flow Delta: 0.1379
D_L with Delta: 790.5 cm^2/s
simulated D_L: 776.1 +- 5.3 cm^2/s
errors plain, generalized, with Delta: 25.4, 4.7, 1.9 %
--- field: 10.0 V/cm; E/N: 310.7 Td
drift speed: 1.1170e+05 cm/s
mobility K: 1.1170e+04 cm^2/Vs
K' = dlnK/dlnE: -0.3068 +- 0.0027
k T_L: 0.2445 eV; T_L: 2837 K
k T_transverse: 0.1472 eV
plain ratio k T_L K/q: 2730.8 cm^2/s
generalized relation D_L: 1893.0 cm^2/s
heat-flow Delta: 0.1721
D_L with Delta: 1748.8 cm^2/s
simulated D_L: 1666.4 +- 11.3 cm^2/s
errors plain, generalized, with Delta: 63.9, 13.6, 4.9 %
--- constant collision frequency, 10 V/cm
simulated q D_L/(k T_L K): 1.0090 +- 0.0108
k T_L: 1.4042 eV
--- closed balances, 10 V/cm
drift speed: 1.1876e+05 cm/s; K': -0.3165
--- cold charge exchange (mass = path = acceleration = 1)
v_d, k T_L, K', Delta: 0.79788, 0.36338, -0.5000, 0.1880
D_L exact, generalized, with Delta: 0.10901, 0.14497, 0.11772
errors generalized, with Delta: 33.0, 8.0 %
--- neglected effects, 10 V/cm example
density scale length: 0.3 cm; ion density: 1e+10 cm^-3
gradient force / field force: 8.15 %
diffusive flux / drift flux: 4.97 %
nonlinear part of gradient response: -1.45 %
energy relaxation length: 0.0453 cm; / scale: 0.151
ion-ion / ion-gas collision frequency: 0.215 %
mean collision energy: 0.297 eV
share of trial pairs above 5.69 eV: 0.0e+00
```
